# The Circular Jahn–Teller Trough of VCl₄ in the Linear Model: verification in Python

```python
# Result under test: for a tetrahedral d1 molecule (VCl4) with linear E-e coupling,
#   H = K*(Qt^2 + Qe^2)/2 + F*(Qt*sigma_z + Qe*sigma_x),
# the lower energy sheet has a circular trough of radius F/K and depth F^2/(2K).
# Qt, Qe: normalised Cartesian e-mode coordinates (nm); K: force constant (eV/nm^2);
# F: linear coupling (eV/nm); sigma matrices act on the orbitals (z2, y2-x2).
# G: quadratic coupling (eV/nm^2); all energies are in eV inside the program.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

K, F = 160.0, 1.6
bond, shell_radius = 0.214, 0.070
orbital_gap, spin_orbit, temperature = 1.0, 0.03, 350.0
chlorine_mass_u = 35.45
sigma_z = np.diag([1.0, -1.0])
sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
depth, radius = F**2 / (2 * K), F / K

# Geometry and e-mode displacement vectors (vanadium at the origin, at rest)
signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
ligands = bond * signs / np.sqrt(3)
mode_t = signs * np.array([-1, -1, 2]) / np.sqrt(24)
mode_e = signs * np.array([1, -1, 0]) / np.sqrt(8)
for mode in (mode_t, mode_e):
    assert abs(np.sum(mode**2) - 1) < 1e-12
    assert np.allclose(mode.sum(axis=0), 0)
    assert np.allclose(np.cross(ligands, mode).sum(axis=0), 0)

# Real d orbitals as quadratic forms: z2, y2-x2, yz, zx, xy
forms = np.zeros((5, 3, 3))
forms[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
forms[1] = np.diag([-1, 1, 0]) / np.sqrt(2)
for index, (i, j) in enumerate([(1, 2), (2, 0), (0, 1)], start=2):
    forms[index, i, j] = forms[index, j, i] = 1 / np.sqrt(2)

# Angular quadrature for an electron on a spherical shell
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)
azimuth = 2 * np.pi * np.arange(48) / 48
cos_grid, az_grid = np.meshgrid(cos_nodes, azimuth, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
points = np.stack([sin_grid * np.cos(az_grid), sin_grid * np.sin(az_grid),
                   cos_grid], axis=-1).reshape(-1, 3)
weights = np.repeat(cos_weights, 48) * 2 * np.pi / 48
orbitals = np.sqrt(15 / (8 * np.pi)) * np.einsum(
    "gi,aij,gj->ag", points, forms, points)
assert np.allclose((orbitals * weights) @ orbitals.T, np.eye(5), atol=1e-12)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def ligand_field(positions):
    """Matrix of the repulsion by unit negative ligand charges, in eV."""
    distances = np.linalg.norm(
        shell_radius * points[:, None, :] - positions[None, :, :], axis=2)
    potential = coulomb * np.sum(1 / distances, axis=1)
    return (orbitals * (weights * potential)) @ orbitals.T


field0 = ligand_field(ligands)
assert abs(field0[0, 0] - field0[1, 1]) < 1e-11 and abs(field0[0, 1]) < 1e-11
assert field0[2, 2] > field0[0, 0]
step = 1e-4
gradient = np.zeros((12, 5, 5))
for c in range(12):
    move = np.zeros(12)
    move[c] = step
    move = move.reshape(4, 3)
    gradient[c] = (ligand_field(ligands + move)
                   - ligand_field(ligands - move)) / (2 * step)
split_t = (gradient[:, 0, 0] - gradient[:, 1, 1]) / 2
split_e = gradient[:, 0, 1]
F_charge = split_t @ mode_t.ravel()
# The whole splitting gradient must lie in the e mode, with one common constant
assert abs(F_charge) > 0.1
assert np.allclose(split_t, F_charge * mode_t.ravel(), atol=1e-4 * abs(F_charge))
assert np.allclose(split_e, F_charge * mode_e.ravel(), atol=1e-4 * abs(F_charge))


def diagonal_split(displacement):
    matrix = ligand_field(ligands + displacement)
    return (matrix[0, 0] - matrix[1, 1]) / 2


h = 1e-3
G_charge = (diagonal_split(h * mode_t) + diagonal_split(-h * mode_t)) / (2 * h**2)
G_other = (diagonal_split(h * mode_e) + diagonal_split(-h * mode_e)) / (2 * h**2)
assert abs(G_charge + G_other) < 2e-3 * abs(G_charge)
G = F * G_charge / F_charge


# Elastic energy of a force field harmonic in the six bond angles
def bond_angles(displacement):
    arms = ligands + displacement
    arms = arms / np.linalg.norm(arms, axis=1)[:, None]
    return np.arccos((arms @ arms.T)[np.triu_indices(4, 1)])


def bend_energy(displacement):
    return 0.5 * np.sum((bond_angles(displacement) - np.arccos(-1 / 3))**2)


curvatures = []
for phi in (0.0, 0.4, np.pi / 2):
    direction = np.cos(phi) * mode_t + np.sin(phi) * mode_e
    curvatures.append((bend_energy(h * direction)
                       + bend_energy(-h * direction)) / h**2)
assert np.ptp(curvatures) < 1e-4 * curvatures[0]
bend_scale = K / curvatures[0]
cubic_barrier = bend_scale * abs(bend_energy(radius * mode_t)
                                 - bend_energy(-radius * mode_t))


# Lower sheet from matrix diagonalisation, minimised along each direction
def sheets(rho, phi, quadratic=0.0):
    qt, qe = rho * np.cos(phi), rho * np.sin(phi)
    matrix = (0.5 * K * rho**2 * np.eye(2)
              + (F * qt + quadratic * (qt**2 - qe**2)) * sigma_z
              + (F * qe - 2 * quadratic * qt * qe) * sigma_x)
    return np.linalg.eigh(matrix)


def radial_minimum(phi, quadratic=0.0):
    return minimize_scalar(lambda r: sheets(r, phi, quadratic)[0][0],
                           bounds=(0, 0.05), method="bounded",
                           options={"xatol": 1e-10})


angles = np.linspace(0, 2 * np.pi, 24, endpoint=False)
minima = [radial_minimum(phi) for phi in angles]
numeric_depths = np.array([-m.fun for m in minima])
numeric_radii = np.array([m.x for m in minima])
assert np.allclose(numeric_depths, depth, rtol=1e-9, atol=0)
assert np.allclose(numeric_radii, radius, rtol=0, atol=1e-6)
trough_levels = sheets(radius, 0.7)[0]
vertical_gap = trough_levels[1] - trough_levels[0]
elastic_cost = 0.5 * K * radius**2
electronic_gain = elastic_cost - trough_levels[0]
assert abs(vertical_gap - 4 * depth) < 1e-12
assert abs(electronic_gain - 2 * depth) < 1e-12
states = [sheets(radius, phi)[1][:, 0] for phi in angles]
circuit_sign = np.prod([states[i] @ states[(i + 1) % 24] for i in range(24)])
assert circuit_sign < 0

# Warping by quadratic coupling
barrier = abs(radial_minimum(0, G).fun - radial_minimum(np.pi / 3, G).fun)
barrier_formula = 2 * F**2 * abs(G) / (K**2 - 4 * G**2)
assert 2 * abs(G) < K and abs(barrier - barrier_formula) < 1e-6 * barrier

# Quantum motion of both coordinates
mass = chlorine_mass_u * const.atomic_mass
quantum = const.hbar * np.sqrt(K * const.e * 1e18 / mass) / const.e


def vibronic_levels(coupling, size):
    lowering = np.diag(np.sqrt(np.arange(1, size)), 1)
    coordinate = np.sqrt(quantum / (2 * K)) * (lowering + lowering.T)
    number, one = np.diag(np.arange(size, dtype=float)), np.eye(size)
    oscillator = np.kron(number, one) + np.kron(one, number) + np.eye(size**2)
    matrix = (quantum * np.kron(oscillator, np.eye(2))
              + coupling * np.kron(np.kron(coordinate, one), sigma_z)
              + coupling * np.kron(np.kron(one, coordinate), sigma_x))
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 3])


levels = vibronic_levels(F, 18)
assert abs(levels[0] - vibronic_levels(F, 14)[0]) < 1e-7
assert abs(levels[1] - levels[0]) < 1e-8
level_drop = quantum - levels[0]
weak_F = 0.05 * F
weak_ratio = (quantum - vibronic_levels(weak_F, 6)[0]) / (weak_F**2 / (2 * K))
assert abs(weak_ratio - 2) < 0.02
strong_depth = 6 * quantum
strong_drop = quantum - vibronic_levels(np.sqrt(2 * K * strong_depth), 30)[0]
strong_excess = (strong_drop - strong_depth) / quantum
# The finite trough radius leaves a small centrifugal correction
assert abs(strong_excess - 0.5) < 0.03

# Spin-orbit coupling in the full d shell
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
rotation = -1j * levi
orbital_momentum = np.array([[[np.trace(a @ (r @ b - b @ r)) for b in forms]
                              for a in forms] for r in rotation])
Lx, Ly, Lz = orbital_momentum
assert np.allclose(Lx @ Ly - Ly @ Lx, 1j * Lz)
assert np.allclose(Lx @ Lx + Ly @ Ly + Lz @ Lz, 6 * np.eye(5))
assert np.allclose(orbital_momentum[:, :2, :2], 0)
spins = [sigma_x / 2, np.array([[0, -0.5j], [0.5j, 0]]), sigma_z / 2]
magnetic = spin_orbit * sum(np.kron(a, b) for a, b in zip(orbital_momentum, spins))
cubic = np.kron(np.diag([0, 0, 1, 1, 1]) * orbital_gap, np.eye(2))
energies, vectors = np.linalg.eigh(cubic + magnetic)
assert np.ptp(energies[:4]) < 1e-12 and energies[4] - energies[3] > 0.5
quartet_shift = energies[0]
assert abs(quartet_shift / (-1.5 * spin_orbit**2 / orbital_gap) - 1) < 0.03
so_depths = []
for phi in angles:
    distortion = np.zeros((5, 5))
    distortion[:2, :2] = F * radius * (np.cos(phi) * sigma_z + np.sin(phi) * sigma_x)
    lowest = np.linalg.eigvalsh(cubic + magnetic + np.kron(distortion, np.eye(2)))[0]
    so_depths.append(quartet_shift - lowest - elastic_cost)
so_change = np.max(np.abs(np.array(so_depths) - depth))
quartet = vectors[:, :4]
projected = np.array([quartet.conj().T @ np.kron(g, np.eye(2)) @ quartet
                      for g in gradient])
projected = np.array([p - np.trace(p) / 4 * np.eye(4) for p in projected])
strengths = np.linalg.eigvalsh(
    np.einsum("cij,dji->cd", projected, projected).real / 4)[::-1]
assert np.allclose(strengths[:2], F_charge**2, rtol=0.01)
assert strengths[5] < 1e-6 * strengths[0]
t2_ratio = np.sqrt(strengths[2] / strengths[0])
assert t2_ratio < 0.5

# Classical thermal population of the two sheets
thermal = const.k * temperature / const.e
rho_grid = np.linspace(0, 0.15, 6001)
lower_weight = np.sum(rho_grid * np.exp(-(0.5*K*rho_grid**2 - F*rho_grid) / thermal))
upper_weight = np.sum(rho_grid * np.exp(-(0.5*K*rho_grid**2 + F*rho_grid) / thermal))
upper_share = upper_weight / (upper_weight + lower_weight)
assert barrier + cubic_barrier < quantum

wavenumber = depth * const.e / (const.h * const.c * 100)
elongated = np.degrees(bond_angles(radius * mode_t))
flattened = np.degrees(bond_angles(-radius * mode_t))
print(f"force constant K: {K:.1f} eV/nm^2")
print(f"linear coupling F: {F:.2f} eV/nm")
print(f"V-Cl bond length: {bond:.3f} nm")
print(f"chlorine mass: {chlorine_mass_u:.2f} u")
print(f"trough radius F/K: {radius:.4f} nm")
print(f"displacement of each Cl: {radius * np.linalg.norm(mode_t[0]):.4f} nm")
print(f"trough depth F^2/(2K): {depth * 1e3:.3f} meV")
print(f"trough depth, converted: {wavenumber:.1f} cm^-1")
print(f"numerical depth, smallest: {numeric_depths.min() * 1e3:.6f} meV")
print(f"numerical depth, largest: {numeric_depths.max() * 1e3:.6f} meV")
print(f"electronic gain at trough: {electronic_gain * 1e3:.3f} meV")
print(f"elastic cost at trough: {elastic_cost * 1e3:.3f} meV")
print(f"vertical gap at trough: {vertical_gap * 1e3:.3f} meV")
print(f"overlap product round trough: {circuit_sign:.3f} (no unit)")
print(f"tetrahedral angle: {np.degrees(np.arccos(-1 / 3)):.2f} degrees")
print(f"elongated, two angles: {elongated[2]:.2f} degrees")
print(f"elongated, four angles: {elongated[0]:.2f} degrees")
print(f"flattened, two angles: {flattened[2]:.2f} degrees")
print(f"flattened, four angles: {flattened[0]:.2f} degrees")
print(f"vibrational quantum: {quantum * 1e3:.3f} meV")
print(f"depth / vibrational quantum: {depth / quantum:.3f} (no unit)")
print(f"lowest vibronic level: {levels[0] * 1e3:.3f} meV")
print(f"drop from uncoupled zero point: {level_drop * 1e3:.3f} meV")
print(f"first vibronic excitation: {(levels[2] - levels[0]) * 1e3:.3f} meV")
print(f"weak-coupling drop / depth: {weak_ratio:.4f} (no unit)")
print(f"strong test, depth / quantum: {strong_depth / quantum:.1f} (no unit)")
print(f"strong test, (drop-depth)/quantum: {strong_excess:.4f} (no unit)")
print(f"point-charge shell radius: {shell_radius:.3f} nm")
print(f"point-charge linear coupling: {F_charge:.3f} eV/nm")
print(f"point-charge quadratic coupling: {G_charge:.3f} eV/nm^2")
print(f"scaled quadratic coupling G: {G:.3f} eV/nm^2")
print(f"barrier from quadratic coupling: {barrier * 1e3:.3f} meV")
print(f"barrier from cubic bending: {cubic_barrier * 1e3:.3f} meV")
print(f"spin-orbit constant: {spin_orbit * 1e3:.1f} meV")
print(f"E-T2 orbital separation: {orbital_gap:.2f} eV")
print(f"spin-orbit shift of quartet: {quartet_shift * 1e3:.3f} meV")
print(f"largest spin-orbit depth change: {so_change * 1e3:.4f} meV")
print(f"induced t2 / e coupling: {t2_ratio:.4f} (no unit)")
print(f"t2 / e depth at equal stiffness: {t2_ratio**2:.5f} (no unit)")
print(f"evaporator temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal * 1e3:.2f} meV")
print(f"classical upper-sheet share: {upper_share * 100:.1f} percent")
print("no test failed")
```

It prints:

```
force constant K: 160.0 eV/nm^2
linear coupling F: 1.60 eV/nm
V-Cl bond length: 0.214 nm
chlorine mass: 35.45 u
trough radius F/K: 0.0100 nm
displacement of each Cl: 0.0050 nm
trough depth F^2/(2K): 8.000 meV
trough depth, converted: 64.5 cm^-1
numerical depth, smallest: 8.000000 meV
numerical depth, largest: 8.000000 meV
electronic gain at trough: 16.000 meV
elastic cost at trough: 8.000 meV
vertical gap at trough: 32.000 meV
overlap product round trough: -0.814 (no unit)
tetrahedral angle: 109.47 degrees
elongated, two angles: 106.79 degrees
elongated, four angles: 110.83 degrees
flattened, two angles: 112.15 degrees
flattened, four angles: 108.15 degrees
vibrational quantum: 13.736 meV
depth / vibrational quantum: 0.582 (no unit)
lowest vibronic level: 1.755 meV
drop from uncoupled zero point: 11.980 meV
first vibronic excitation: 7.951 meV
weak-coupling drop / depth: 1.9971 (no unit)
strong test, depth / quantum: 6.0 (no unit)
strong test, (drop-depth)/quantum: 0.4880 (no unit)
point-charge shell radius: 0.070 nm
point-charge linear coupling: 2.557 eV/nm
point-charge quadratic coupling: 3.047 eV/nm^2
scaled quadratic coupling G: 1.906 eV/nm^2
barrier from quadratic coupling: 0.381 meV
barrier from cubic bending: 0.132 meV
spin-orbit constant: 30.0 meV
E-T2 orbital separation: 1.00 eV
spin-orbit shift of quartet: -1.369 meV
largest spin-orbit depth change: 0.0218 meV
induced t2 / e coupling: 0.0426 (no unit)
t2 / e depth at equal stiffness: 0.00182 (no unit)
evaporator temperature: 350 K
thermal energy: 30.16 meV
classical upper-sheet share: 13.6 percent
no test failed
```
